# Contour Deformation for the GW Correlation Self-Energy

## The physical question

Remove an electron from a molecule and the others rearrange around the hole. In the GW approximation this response enters the self-energy through a screened interaction \(W(\omega')\), which is integrated over all frequencies \(\omega'\) together with the Green function \(G\).

On the real axis this integral is awkward. \(W\) has a pole at each excitation energy of the system and \(G\) has one at each orbital energy, all at an infinitesimal distance \(\eta\) from the axis. A grid must resolve structures of width \(\eta\), so the number of points grows as \(\eta\to0\). On the imaginary axis \(W\) is smooth. The task is to move the integral there and to account for every pole crossed on the way.

## Setting and conventions

We use Hartree atomic units. The system is finite and closed-shell, with real orbitals \(\psi_m\), energies \(\varepsilon_m\), and a Fermi level \(\mu\) inside the gap. The number of orbitals and of excitations is finite, as in any finite basis. The time-ordered Green function is

\[
G(\mathbf r,\mathbf r',\omega)=\sum_m\frac{\psi_m(\mathbf r)\psi_m(\mathbf r')}{\omega-\tilde\varepsilon_m},
\qquad
\tilde\varepsilon_m=\begin{cases}\varepsilon_m+i\eta&\text{occupied}\\ \varepsilon_m-i\eta&\text{empty.}\end{cases}
\]

The self-energy is

\[
\Sigma(\mathbf r,\mathbf r',\omega)=\frac{i}{2\pi}\int_{-\infty}^{\infty}d\omega'\,e^{i\omega'\tau}\,G(\mathbf r,\mathbf r',\omega+\omega')\,W(\mathbf r,\mathbf r',\omega'),\qquad \tau\to0^+ .
\]

Split \(W=v+W^c\), where \(v\) is the bare Coulomb interaction. The remainder is \(W^c=v\chi v\), with \(\chi\) the time-ordered density response. Each excitation \(s\), of energy \(\Omega_s>0\), contributes to \(\chi\) a pole at \(\tilde\Omega_s=\Omega_s-i\eta\) and one at \(-\tilde\Omega_s\). We need the matrix element of \(W^c\) between two copies of the product \(\psi_n\psi_m\). With \(w_s\) the real coupling of that product to excitation \(s\) (its indices \(n,m\) are suppressed),

\[
W^c_{nm}(z)=\sum_s w_s^2\left[\frac1{z-\tilde\Omega_s}-\frac1{z+\tilde\Omega_s}\right]
=\sum_s\frac{2\tilde\Omega_s\,w_s^2}{z^2-\tilde\Omega_s^2}. \tag{1}
\]

The second form follows from a common denominator, since \((z+\tilde\Omega_s)-(z-\tilde\Omega_s)=2\tilde\Omega_s\). It shows two facts used below: \(W^c_{nm}(-z)=W^c_{nm}(z)\), and \(W^c_{nm}\) falls as \(z^{-2}\) at large \(|z|\). The random-phase approximation (RPA) has this form whenever all its \(\Omega_s^2\) are positive.

## Bare exchange comes off first

The bare interaction does not depend on frequency, so its part of the integral contains \(G\) alone, which falls only as \(1/\omega'\). Here the factor \(e^{i\omega'\tau}\) is needed. Let \(p=\tilde\varepsilon_m-\omega\) be the pole position. For \(\tau>0\) the factor decays in the upper half-plane, so the contour is closed there:

\[
\frac{i}{2\pi}\int_{-\infty}^{\infty}d\omega'\,\frac{e^{i\omega'\tau}}{\omega'-p}
=\begin{cases}\dfrac{i}{2\pi}\,2\pi i\,e^{ip\tau}=-e^{ip\tau}&\operatorname{Im}p>0\\[2mm]0&\operatorname{Im}p<0.\end{cases}
\]

Occupied states have \(\operatorname{Im}p>0\). As \(\tau\to0^+\) each gives \(-1\), and the result is the exchange term \(-\sum_{m}^{\rm occ}(nm|mn)\), where \((nm|mn)\) is the Coulomb integral of \(\psi_n\psi_m\) with itself.

The product \(GW^c\) falls as \(|\omega'|^{-3}\) and converges without help, so we set \(\tau=0\) there. What remains is

\[
\Sigma^c_n(\omega)=\frac{i}{2\pi}\sum_m\int_{-\infty}^{\infty}d\omega'\,
\frac{W^c_{nm}(\omega')}{\omega'-(\tilde\varepsilon_m-\omega)} . \tag{2}
\]

## Where the poles lie

The poles of \(W^c\) are at \(\Omega_s-i\eta\), in the fourth quadrant of the \(\omega'\) plane, and at \(-\Omega_s+i\eta\), in the second. The first and third quadrants contain none. We therefore rotate the path through those two.

The pole of \(G\) is at \(\omega'=\tilde\varepsilon_m-\omega\).

- For an occupied state it lies above the real axis. It is in the first quadrant if \(\varepsilon_m>\omega\), otherwise in the second.
- For an empty state it lies below the real axis. It is in the third quadrant if \(\varepsilon_m<\omega\), otherwise in the fourth.

The poles that matter thus belong to states with \(\omega<\varepsilon_m<\mu\) or \(\mu<\varepsilon_m<\omega\): the states between \(\omega\) and the Fermi level. For now we take \(\omega\neq\varepsilon_m\), so that no pole sits on the imaginary axis.

## Rotating the path

Let \(F(\omega')\) be the integrand of (2) for one \(m\).

**First quadrant.** Go from 0 to \(R\) along the real axis, along the arc to \(iR\), and down the imaginary axis to 0. The path runs counterclockwise. On the arc \(|F|\) is of order \(R^{-3}\) and the length is \(\pi R/2\), so the arc contributes at order \(R^{-2}\) and vanishes. Hence

\[
\int_0^\infty F\,d\omega'=\int_0^{i\infty}F\,d\omega'+2\pi i\sum_{\rm I}\operatorname{Res}F .
\]

**Third quadrant.** Go from \(-R\) to 0 along the real axis, down the imaginary axis to \(-iR\), and back along the arc to \(-R\). The enclosed region is on the right of the path, so the path runs clockwise and the residues carry a minus sign:

\[
\int_{-\infty}^0F\,d\omega'=\int_{-i\infty}^{0}F\,d\omega'-2\pi i\sum_{\rm III}\operatorname{Res}F .
\]

Adding the two gives

\[
\int_{-\infty}^{\infty}F\,d\omega'=\int_{-i\infty}^{i\infty}F\,d\omega'+2\pi i\Big(\sum_{\rm I}-\sum_{\rm III}\Big)\operatorname{Res}F. \tag{3}
\]

## The residue term

The residue of \(F\) at the pole of \(G\) is \(W^c_{nm}(\tilde\varepsilon_m-\omega)\). Equation (3) must be multiplied by the prefactor \(i/2\pi\) of (2).

For an occupied state in the first quadrant, \((i/2\pi)(2\pi i)=-1\). The argument is \(\varepsilon_m-\omega+i\eta=|\varepsilon_m-\omega|+i\eta\).

For an empty state in the third quadrant, \((i/2\pi)(-2\pi i)=+1\). The argument is \(\varepsilon_m-\omega-i\eta=-(|\varepsilon_m-\omega|+i\eta)\). Since \(W^c_{nm}\) is even, the overall minus sign can be dropped.

Both kinds of state therefore need \(W^c\) at the same sort of point, \(|\varepsilon_m-\omega|+i\eta\), but with opposite signs in front.

## The line term

Write \(a_m=\omega-\varepsilon_m\). On the imaginary axis put \(\omega'=i\nu\), \(d\omega'=i\,d\nu\). For \(a_m\ne0\) we may let \(\eta\to0\) in the denominator:

\[
\frac{i}{2\pi}\,i\int_{-\infty}^{\infty}d\nu\,\frac{W^c_{nm}(i\nu)}{a_m+i\nu}
=-\frac1{2\pi}\int_{-\infty}^{\infty}d\nu\,\frac{W^c_{nm}(i\nu)}{a_m+i\nu}.
\]

Because \(W^c_{nm}(i\nu)\) is even in \(\nu\), the contributions of \(\nu\) and \(-\nu\) can be paired:

\[
\frac1{a_m+i\nu}+\frac1{a_m-i\nu}=\frac{2a_m}{a_m^2+\nu^2}.
\]

The integral folds onto the half-line, and the factor 2 turns \(1/2\pi\) into \(1/\pi\).

## The contour-deformation formula

Collecting the two terms,

\[
\begin{aligned}
\Sigma^c_n(\omega)={}&-\frac1\pi\sum_m\int_0^\infty d\nu\,W^c_{nm}(i\nu)\,\frac{\omega-\varepsilon_m}{(\omega-\varepsilon_m)^2+\nu^2}\\
&-\sum_{m}^{\rm occ}\theta(\varepsilon_m-\omega)\,W^c_{nm}(|\varepsilon_m-\omega|+i0)\\
&+\sum_{m}^{\rm empty}\theta(\omega-\varepsilon_m)\,W^c_{nm}(|\varepsilon_m-\omega|+i0).
\end{aligned}\tag{4}
\]

As a function of \(\nu\) the kernel is a Lorentzian of half-width \(|a_m|\) with the sign of \(a_m\). The line sum runs over all states, the residue sums only over those between \(\omega\) and \(\mu\). If \(\omega\) lies in the gap, there are no residues.

The formula also holds at finite \(\eta\), provided \(a_m\) is replaced by \(\omega-\tilde\varepsilon_m\) in the kernel, the residues are evaluated at \(|\varepsilon_m-\omega|+i\eta\) instead of \(|\varepsilon_m-\omega|+i0\), and \(W^c\) keeps its own broadening. This allows a direct comparison with real-axis integration.

## One excitation, done in full

The frequency integral can also be done by a different closure, which gives an independent check. Take one state \(m\) and one excitation, and write \(a=a_m\).

If \(m\) is occupied, close (2) in the lower half-plane. The only pole there is \(\tilde\Omega\), with residue \(w^2/(\tilde\Omega+\omega-\tilde\varepsilon_m)\). The path is clockwise, and \((i/2\pi)(-2\pi i)=1\). If \(m\) is empty, close in the upper half-plane. The only pole is \(-\tilde\Omega\), which enters (1) with a minus sign, and \((i/2\pi)(2\pi i)=-1\) cancels that sign. As \(\eta\to0\),

\[
\Sigma^c_{\rm occ}=\frac{w^2}{a+\Omega},\qquad
\Sigma^c_{\rm empty}=\frac{w^2}{a-\Omega}. \tag{5}
\]

Now evaluate (4). On the imaginary axis \(W^c(i\nu)=-2\Omega w^2/(\nu^2+\Omega^2)\). Partial fractions and \(\int_0^\infty d\nu/(\nu^2+b^2)=\pi/2b\) for \(b>0\) give

\[
\int_0^\infty\frac{d\nu}{(\nu^2+\Omega^2)(\nu^2+a^2)}
=\frac{1}{\Omega^2-a^2}\,\frac{\pi}{2}\left(\frac1{|a|}-\frac1\Omega\right)
=\frac{\pi}{2\Omega|a|(\Omega+|a|)} .
\]

Multiplying by \(-\frac1\pi(-2\Omega w^2)\,a\), we find

\[
\text{line}=\frac{w^2\operatorname{sgn}a}{\Omega+|a|}. \tag{6}
\]

For an occupied state with \(a>0\) there is no residue, and (6) already equals (5). For \(a<0\) the residue term is \(-W^c(|a|)\), and

\[
-\frac{w^2}{\Omega+|a|}+\frac{2\Omega w^2}{(\Omega-|a|)(\Omega+|a|)}
=\frac{w^2\,(-\Omega+|a|+2\Omega)}{(\Omega-|a|)(\Omega+|a|)}
=\frac{w^2}{\Omega-|a|}=\frac{w^2}{\Omega+a}.
\]

For an empty state with \(a<0\), (6) is \(-w^2/(\Omega-a)=w^2/(a-\Omega)\), as required. With \(a>0\) the residue term is \(+W^c(a)\), and

\[
\frac{w^2}{\Omega+a}+\frac{2\Omega w^2}{(a-\Omega)(a+\Omega)}
=\frac{w^2(a-\Omega+2\Omega)}{(a-\Omega)(a+\Omega)}=\frac{w^2}{a-\Omega}.
\]

All four cases agree with (5). The line term by itself has no pole at real \(a\). The poles of \(\Sigma^c\), at \(\omega=\varepsilon_m-\Omega\) for occupied and \(\omega=\varepsilon_m+\Omega\) for empty states, are carried by the residues.

## Crossing an orbital energy

The step functions in (4) switch abruptly at \(\omega=\varepsilon_m\), yet (5) is smooth there. The line term supplies the compensation. As \(a\to0^\pm\) the Lorentzian narrows while its area on the half-line stays \(\pm\pi/2\), so the line term tends to \(\mp\frac12W^c_{nm}(0)\).

For an occupied state, just above the level the total is \(-\frac12W^c_{nm}(0)\) with no residue. Just below it is \(+\frac12W^c_{nm}(0)-W^c_{nm}(0)\), which is the same. For an empty state both sides give \(+\frac12W^c_{nm}(0)\). At \(a=0\) itself the kernel is zero for every \(\nu>0\), so the residue must be counted with weight one half.

This has a practical side. When \(\omega\) is close to an orbital energy, the kernel is narrow and the quadrature must resolve it.

The same limit gives a static approximation. If \(|a_m|\ll\Omega_s\) for all states and excitations that matter, each term takes its value at \(a_m=0\):

\[
\Sigma^c_n\approx-\tfrac12\sum_m^{\rm occ}W^c_{nm}(0)+\tfrac12\sum_m^{\rm empty}W^c_{nm}(0)
=-\sum_m^{\rm occ}W^c_{nm}(0)+\tfrac12\sum_mW^c_{nm}(0).
\]

The first sum is the screening correction to exchange. The second is the Coulomb-hole term. For a complete set of orbitals, \(\sum_m\psi_m(\mathbf r)\psi_m(\mathbf r')=\delta(\mathbf r-\mathbf r')\) turns it into \(\tfrac12\int d\mathbf r\,\psi_n^2(\mathbf r)\,W^c(\mathbf r,\mathbf r,0)\), the energy of an electron in the polarization it creates. In a finite basis the sum over \(m\) only approximates this integral: for orbital 2 of the BH example below it is \(-0.127\) Ha, against \(-0.141\) Ha for the integral with the same \(W^c\). The condition \(|a_m|\ll\Omega_s\) is not met in that example: the two static sums together give \(-0.033\) Ha, while the full \(\Sigma^c_2\) is \(+0.008\) Ha.

## Where the imaginary part comes from

For \(\eta\to0\), \(W^c_{nm}(i\nu)\) is real by (1), and so is the kernel. The line term is then real, and the imaginary part of \(\Sigma^c_n\) comes from the residues. Near an excitation energy,

\[
\operatorname{Im}W^c_{nm}(x+i0)=-\pi\sum_s w_s^2\,\delta(x-\Omega_s),\qquad x>0 .
\]

With the signs in (4), \(\operatorname{Im}\Sigma^c_n\) is positive or zero for \(\omega<\mu\) and negative or zero for \(\omega>\mu\), as a time-ordered self-energy requires. It vanishes unless some \(|\varepsilon_m-\omega|\) reaches an excitation energy. Physically, a hole at \(\omega\) can decay if another electron drops into it from level \(m\) and the energy released excites the system.

## Worked example: the BH molecule

We take BH at a chosen bond length of 2.3 bohr, with Hartree–Fock orbitals in the cc-pVDZ basis and direct RPA screening. There are 19 orbitals, 3 of them occupied, and 48 RPA modes. The calculation is one-shot and keeps only the diagonal of \(\Sigma^c\). It leaves out self-consistency, vertex corrections and the basis-set limit.

The orbital energies needed are, in hartree:

| Orbital | Energy |
|---|---|
| 2 (occupied) | −0.6507 |
| 3 (highest occupied) | −0.3444 |
| 4, 5 (lowest empty, degenerate) | 0.0591 |
| 6 (empty) | 0.2594 |

In (4), \(W^c\) is obtained at each frequency by solving the Dyson equation \(W=v+v\chi_0W\), where \(\chi_0\) is the response of independent electrons. The RPA modes are not used there. They serve for the reference, the sum of (5) over all states and modes. The exceptions are the two tests at finite \(\eta\) below, the real-axis comparison and the pole of \(\Sigma^c_2\), where \(W^c\) is taken from (1) with the RPA modes, both in (4) and in (2).

Hartree–Fock already contains the exchange term, so the quasiparticle equation is \(\omega=\varepsilon_n+\Sigma^c_n(\omega)\).

**Orbital 2.** Because \(\Sigma^c_n\) has poles, the equation has many solutions. We take the quasiparticle solution, the one that carries most of the spectral weight; the others are satellites. Here it is \(\omega=-0.6428\) Ha. This is slightly above \(\varepsilon_2\), so orbital 2 gives no residue. Orbital 3 lies between \(\omega\) and the Fermi level, at distance

\[
|\varepsilon_3-\omega|=|-0.3444+0.6428|=0.2984\ \text{Ha},
\]

where \(W^c_{23}=-0.01686\) Ha. The occupied sign turns this into \(+0.01686\) Ha. With the line term,

\[
\Sigma^c_2=-0.00894+0.01686=0.00792\ \text{Ha}.
\]

Then \(-0.6507+0.0079=-0.6428\) Ha, which closes the equation. The level moves from −17.71 eV to −17.49 eV. This value belongs to the small basis: cc-pVTZ gives −17.75 to −17.71 eV and cc-pVQZ gives −17.76 to −17.81 eV, so the quasiparticle energy shifts by 0.3 eV and the small net correction changes sign. Without the residue, even the sign of \(\Sigma^c_2\) at this frequency would be wrong.

**Orbital 6.** The quasiparticle solution is \(\omega=0.2457\) Ha. Orbitals 4 and 5 lie between the Fermi level and \(\omega\), each at distance 0.1867 Ha with \(W^c=-0.00237\) Ha. Empty states enter with a plus sign:

\[
\Sigma^c_6=-0.00892+2(-0.00237)\approx-0.0137\ \text{Ha}.
\]

The level moves from 7.06 eV to 6.69 eV. Its energy is positive, so it represents the continuum within a small basis and should not be read as a bound state of an added electron. The corresponding level lies at 5.61 eV in cc-pVTZ, 4.49 eV in cc-pVQZ and 1.31 eV in aug-cc-pVDZ.

In both cases the residue frequency is below the lowest excitation energy, 0.457 Ha. Every term of (1) is then negative, which explains why the residue term is positive for the occupied level and negative for the empty one.

**Quadrature.** The grid consists of Gauss–Legendre points \(t\in(-1,1)\) mapped to \(\nu=(1+t)/(1-t)\) Ha; the errors quoted depend on this mapping. For orbital 2 at its quasiparticle energy, the difference from the mode sum is \(6.8\times10^{-4}\) Ha with 12 points on the imaginary axis, about 9% of \(\Sigma^c_2\). It is \(4.4\times10^{-5}\) Ha with 24 points and \(2.7\times10^{-7}\) Ha with 48. The kernel for \(m=n\) has half-width \(|\omega-\varepsilon_2|=0.0079\) Ha. Split by intermediate state, the error on all three grids comes from this \(m=n\) term; each other state contributes about \(10^{-8}\) Ha or less.

**Against the real axis.** With \(\eta=0.05\) Ha and 80001 points, direct integration of (2) for orbital 2 at \(\omega=-1.1\) Ha gives \(0.04188+0.01961i\) Ha. The deformed contour gives the same digits. They also agree at \(\omega=0.7\) Ha, where empty states supply the residues.

**The crossing.** For \(n=m=2\), \(W^c_{22}(0)=-0.0780\) Ha. The parts on either side of \(\varepsilon_2\) are, in hartree:

| \(\omega-\varepsilon_2\) | Line | Residue | Sum |
|---|---|---|---|
| −0.001 | −0.03897 | 0.07802 | 0.03904 |
| +0.001 | 0.03897 | 0 | 0.03897 |

Each part jumps by about 0.078 Ha. The sums differ by \(7\times10^{-5}\) Ha, the smooth variation of (5) over this interval.

**A pole of the self-energy.** At \(\omega=-1.914\) Ha, a pole of \(\Sigma^c_2\) formed from orbital 3 and one RPA mode, a broadening of 0.001 Ha gives an imaginary part of 1.92 Ha from the residues and \(-1.4\times10^{-5}\) Ha from the line. Of this, \(w^2/2\eta=1.84\) Ha comes from the pole itself and the rest mainly from the neighbouring pole at \(-1.890\) Ha. The peak height depends on the chosen broadening and is not a decay rate. The pole is not itself a satellite: the neighbouring solutions of the quasiparticle equation lie at \(-1.922\) and \(-1.905\) Ha, with spectral weights 0.012 and 0.007.

The numerical check after these notes also covers the exchange integral and the decay of the arc.

## Conditions and cost

The derivation needs the first and third quadrants to be free of poles of \(W^c\), and the imaginary axis as well. If the RPA has an unstable mode, with \(\Omega_s^2<0\), its poles move onto the imaginary axis as \(\eta\to0\) and (4) no longer applies. If the gap closes, excitation energies can approach zero and the poles of \(W^c\) approach the origin, where the rotated path crosses the real axis. The separation used here is then lost, and the limit needs its own treatment.

The positions of the poles of \(G\) must also be known. For a Green function built from orbitals they are the orbital energies. A self-consistent \(G\) with satellites has further poles, and each one in the first or third quadrant adds a residue.

The number of residues grows as \(\omega\) moves away from the Fermi level. For the lowest orbital of BH, at \(-7.685\) Ha, an evaluation near its own energy needs \(W^c\) about 7.0 and 7.3 Ha from the origin, for orbitals 2 and 3. These frequencies lie above the lowest excitation energy, where \(W^c\) can have poles nearby and may vary rapidly with \(\omega\). In this small basis the nearest RPA mode is still some way off, at 7.755 Ha, and by symmetry it does not couple to these two orbital pairs; the nearest mode that does is at 7.956 Ha. On the imaginary axis \(W^c\) itself remains smooth, and the line integrand has only the narrow kernel of a level close to \(\omega\) to resolve. The line term still depends on the excitation energies, as (6) shows, but smoothly. \(W^c\) is needed on the real axis, where it has its poles, only at the points \(|\varepsilon_m-\omega|\) of the states between \(\omega\) and \(\mu\): few for levels near the gap, many for deep levels of a large system.

## Calculated quantities

```
BH, RHF/cc-pVDZ, bond length (bohr): 2.3
orbitals, occupied orbitals, RPA modes: 19 3 48
orbital 1 energy (Ha): -7.684960
orbital 2 energy (Ha): -0.650745
orbital 3 energy (Ha): -0.344383
orbital 4 energy (Ha): 0.059079
orbital 5 energy (Ha): 0.059079
orbital 6 energy (Ha): 0.259396
mid-gap Fermi level (Ha): -0.142652
lowest RPA excitation energy (Ha): 0.456571
largest scaled error, contour vs mode sum: 1.9e-12
orbital 2 quasiparticle energy: -0.642824 Ha = -17.492 eV
  Hartree-Fock energy (eV): -17.708
  line term (Ha): -0.008940
  residue term (Ha): 0.016861
  Sigma_c (Ha): 0.007921
  residue state 3: |eps-omega| = 0.298441 Ha, Wc = -0.016861 Ha
  error with 12 line nodes (Ha): 6.8e-04
  error with 24 line nodes (Ha): 4.4e-05
  error with 48 line nodes (Ha): 2.7e-07
  error with 96 line nodes (Ha): 3.3e-12
orbital 6 quasiparticle energy: 0.245742 Ha = 6.687 eV
  Hartree-Fock energy (eV): 7.059
  line term (Ha): -0.008922
  residue term (Ha): -0.004732
  Sigma_c (Ha): -0.013654
  residue state 4: |eps-omega| = 0.186663 Ha, Wc = -0.002366 Ha
  residue state 5: |eps-omega| = 0.186663 Ha, Wc = -0.002366 Ha
real-axis test, orbital 2: eta = 0.05 Ha, points = 80001
  omega = -1.1 Ha: direct 0.041878+0.019607j, contour 0.041878+0.019607j Ha
  omega = 0.7 Ha: direct -0.072881-0.023802j, contour -0.072881-0.023802j Ha
arc integral ratio on doubling the radius: 4.000
orbital 2, m = n: static Wc (Ha): -0.078017
  omega-eps = -0.001 Ha: line -0.038973, residue 0.078017, sum 0.039044 Ha
  omega-eps = +0.001 Ha: line 0.038973, residue 0.000000, sum 0.038973 Ha
satellite pole for orbital 2 (Ha): -1.913972, eta = 0.001 Ha
  Im line (Ha): -1.37e-05, Im residue (Ha): 1.9203
```
